# One capture-zone peak does not fix the critical nucleus size

Consider point islands along a one-dimensional row, where clusters of $i+1$ atoms are stable and smaller ones fall apart. Suppose that nucleation in a gap of length $L$ has a rate proportional to a power $L^\lambda$. The rate constant and the deposition time then combine into a single length $\ell$. Dividing every capture zone by the mean zone removes $\ell$, and no parameter is left:

$$P=P_i(s),\qquad s=\frac{\text{zone}}{\text{mean zone}} .$$

Add one more length, such as a footprint $w$ around each island from which other nuclei are excluded. Dimensional analysis then permits $P=P_i(s;\,w/\ell)$. Correlated arrivals, described by a fraction $\varphi$, likewise add a dimensionless parameter, which combines $\varphi$ with the typical number of adatoms in a gap. Each $i$ now owns a family of curves instead of one curve, and families can meet.

**The belief and its appeal**

The belief is that the central peak of one scaled histogram, once fitted, yields $i$. It rests on a sound fact: in the parameter-free case the peak does depend on $i$, because a larger nucleus needs more adatoms at one place and so favours the middle of wide gaps. The question is whether the dependence survives a finite sample and an unknown extra parameter.

**What fixes the ideal curve**

Let $F$ be the flux per site and $h$ the hop rate to each side. Islands absorb adatoms at $x=0$ and $x=L$ (in sites), and the adatom density $n$ is quasi-steady:

$$h\,[n(x+1)-2n(x)+n(x-1)]=-F .$$

The second difference of $x(L-x)$ is $-2$, and this function vanishes at both ends, so

$$n(x)=\frac{F}{2h}\,x(L-x).$$

Assume that adatoms arrive independently and that an encounter rarely ends in a bond. They then remain independent, and the density of $i+1$ adatoms at one site is proportional to $n^{i+1}$. Its integral over the gap gives

$$\text{rate}\propto L^{2(i+1)+1}=L^{\lambda},\qquad \lambda=2i+3,$$

while the fraction $r$ at which the gap is broken has density proportional to $[r(1-r)]^{i+1}$.

For $i=1$ let a pair on one site bond at rate $\kappa$. The mean number of such pairs is $n^2/2$, and $\int_0^L x^2(L-x)^2dx=L^5/30$, so

$$\text{rate}=\frac{\kappa}{2}\,\frac{F^2}{4h^2}\,\frac{L^5}{30}=\frac{\kappa F^2L^5}{240\,h^2}.$$

Deposition to coverage $\theta$ takes a time $\theta/F$. Setting rate times time equal to $(L/\ell)^5$ gives

$$\ell=\left(\frac{240\,h^2}{\kappa F\theta}\right)^{1/5}.$$

With $g=L/\ell$, and the same construction for $i=2$, each gap breaks at rate $g^\lambda$ during one unit of time.

This process can be simulated directly, and it has moments to be compared with. In the scaling regime lengths shrink as $t^{-1/\lambda}$, so the number of gaps grows as $N\propto t^{1/\lambda}$. Since $dN/dt=N\langle g^\lambda\rangle$, it follows that $\langle g^\lambda\rangle=1/\lambda$ at $t=1$. The simulation gives 0.1993 against 0.2000 for $i=1$, and 0.1426 against 0.1429 for $i=2$.

A second moment follows from $S=\sum g^\lambda$. A break changes $g^\lambda$ on average by $-(1-2\langle r^\lambda\rangle)g^\lambda$, and it happens at rate $g^\lambda$, so $dS/dt=-(1-2\langle r^\lambda\rangle)\sum g^{2\lambda}$. Scaling gives $S\propto t^{1/\lambda-1}$, and $S=N/\lambda$ at $t=1$. Hence

$$\langle g^{2\lambda}\rangle=\frac{\lambda-1}{\lambda^2\,(1-2\langle r^\lambda\rangle)} ,$$

which the simulation also meets, with 0.1913 against 0.1920 for $i=1$.

A capture zone is half the distance between the two neighbouring island centres. For point islands it is the mean of two adjacent gaps, with variance $\sigma_g^2(1+\rho)/2$, where $\sigma_g^2$ is the gap variance and $\rho$ the correlation of neighbouring gaps. Zone width therefore mixes the statistics of single gaps with their spatial order.

**First imitation: geometry**

Give each island of the $i=1$ system a fixed footprint $w$ that absorbs adatoms. If two centres are a distance $C$ apart, the free gap is $C-w$, and nucleation is attempted at a rate proportional to $(C-w)^5$. Its logarithmic slope is

$$\frac{d\ln (C-w)^5}{d\ln C}=\frac{5}{1-w/C},$$

which exceeds 5. The footprint that best reproduces the $i=2$ peak is 0.30 of the mean zone. At $C$ equal to the mean zone the slope is then $5/0.70\approx7.1$, close to the value $\lambda=7$ of point islands with $i=2$. This steeper rate is the smaller part of the cause: alone it narrows the standard deviation of $s$ only from 0.289 to about 0.273. The footprint also keeps new nuclei away from existing islands, which makes the zones still more even. The simulation shows the narrowing: the standard deviation of $s$ falls from 0.289 to 0.249, against 0.251 for $i=2$. As $w\to0$ the ideal $i=1$ curve returns.

**Second imitation: correlated nucleation**

Now take $i=2$ and let a fraction $\varphi$ of the atoms arrive in pairs, two on one site, which then separate and move independently. Pairs land at rate $\varphi F/2$ per site. Counting ordered pairs doubles this, so the extra pair density $c(x,y)$ obeys

$$h(\Delta_x+\Delta_y)\,c=-\varphi F\,\delta_{xy},$$

with $\Delta$ the second difference and $c=0$ at the islands. Try $c=A\,\min(x,y)\,[L-\max(x,y)]$. Away from the diagonal it is linear in each variable, so the left side vanishes. On the diagonal the four neighbours sum to

$$2(x-1)(L-x)+2x(L-x-1)=4x(L-x)-2L .$$

Subtracting four times the central value leaves $-2LA$, so $A=\varphi F/(2hL)$ and, at contact,

$$c(x,x)=\frac{\varphi F}{2hL}\,x(L-x)=\frac{\varphi\, n(x)}{L}.$$

Three adatoms on one site come either from three separate arrivals or from one pair and one separate arrival, and the latter can be chosen in three ways. Their density is therefore

$$n^3+3nc=n^3+\frac{3\varphi}{L}\,n^2 .$$

The added term has the break profile $[x(L-x)]^2$ that belongs to $i=1$, although the nucleus is still $i=2$. Using $\int n^2dx=F^2L^5/(120h^2)$ and $\int n^3dx=F^3L^7/(1120h^3)$, the added rate relative to the ordinary one is

$$\frac{3\varphi F^2L^4/(120h^2)}{F^3L^7/(1120h^3)}=\frac{28\,\varphi h}{FL^3}=\frac{7}{3}\,\frac{\varphi}{N_1},\qquad N_1=\int n\,dx=\frac{FL^3}{12h}.$$

Here $N_1$ is the mean number of adatoms in the gap. In crowded gaps the pairs hardly matter, but in sparse gaps they dominate. When a mean gap holds 0.05 adatoms, the $i=1$ peak is reproduced with $\varphi\approx0.27$. The ratio is then $(7/3)(0.27/0.05)\approx13$ in a gap of mean length, and it falls as $L^{-3}$ in wider ones.

**The refutation in numbers**

Let $q_k$ be the bin probabilities of the reference curve and $p_k$ those of the system observed. With $N$ independently drawn zones the expected counts differ by $N(p_k-q_k)$. Dividing the squares by the expected counts $Nq_k$ gives the noncentrality of the chi-square test, for $p$ close to $q$:

$$N\sum_k\frac{(p_k-q_k)^2}{q_k}.$$

I take ten bins on $0.5<s<1.5$, count and normalize within this window, and test at the 5% level. The reference curve is assumed known. The test looks for any deviation from it, not for one particular rival.

With 300 zones, ideal $i=1$ is told from ideal $i=2$ with a probability of just 0.24. The bin $0.9<s<1.0$ shows why. It holds shares of 0.151 and 0.167, or 45 and 50 zones, while the counting scatter is $\sqrt{300\times0.167\times0.833}\approx6.5$. About 1100 zones are needed for a detection probability of 80%. If both ideal curves are known and nothing else is possible, a likelihood ratio between them is sharper: it reaches about 0.6 with 300 zones and 80% with about 500.

The imitations remain hidden even with 1100 zones. In the chi-square test, $i=1$ with a footprint is told from point islands with $i=2$ with probability 0.07, and $i=2$ with paired arrivals from ideal $i=1$ with probability 0.05. A false alarm alone has probability 0.05. The likelihood ratio raises the value for the footprint only to about 0.2. To reach 80% in the chi-square test, the footprint case would need roughly 25,000 to 30,000 zones, a number that shifts with simulation noise. For the paired case the remaining mismatch is comparable to the noise of the simulations, which hold about half a million zones each, so no difference is resolved.

Not every disturbance imitates so well. Let the $i=2$ nucleation rate vary between long patches, with a standard deviation of 0.88 in its logarithm. The peak widens as required, but the skewness of the whole distribution of $s$ rises to 0.46, against 0.27 for ideal $i=1$, and about 5500 zones reveal the difference.

**What the fitting range does**

Narrowing the window to $0.7<s<1.3$ raises the number of zones needed to separate the two ideal curves from 1100 to 6600, counted inside each window. Much of the information on $i$ lies on the flanks. The tails help too: with the full range of $s$, the footprint case needs about 7000 zones instead of 25,000 to 30,000, and the two ideal curves are separated with about 340 zones.

One possible fitting curve is the generalized Wigner surmise $a\,s^\beta e^{-bs^2}$. Its mean is $\Gamma(\tfrac{\beta+2}{2})/[\sqrt b\,\Gamma(\tfrac{\beta+1}{2})]$, and setting this to one fixes $b$ for each $\beta$. Fitted to the same ideal $i=1$ data on five windows, it gives $\beta$ between 5.1 and 5.6. The one-dimensional reading rule $\beta=2(i+1)$ turns these into $i$ between 1.6 and 1.8, which rounds to 2 in every window although the true value is 1. The original two-dimensional rule $\beta=i+1$ would read the same curve as $i$ above 4, and its later form $\beta\approx i+2$ as $i$ above 3. The shift between windows is smaller than the sampling scatter of $\beta$, 0.85 for 300 zones in $0.5<s<1.5$. Here the larger fault lies in the reading rule, not in the choice of window. In this model a short gap has a density proportional to $g^{i+1}$, and a small zone needs two short gaps side by side. These come from separate breaks, so for small gaps their joint density is a product of two such powers. Integrating over how the zone is shared between them adds one more power, and the zone density starts as $s^{2i+3}$. Reading the same fits with $\beta=2i+3$ gives $i$ between 1.1 and 1.3, which rounds to the true value. The footprint would still mislead this rule, since its peak copies that of $i=2$.

**A row of metal atoms**

Take rough, round parameters for metal rows on a Si(001)-like template at 300 K: a hop barrier of 0.50 eV, an extra bonding barrier of 0.15 eV, $F=0.01$ monolayer/s and $\theta=0.1$. With an attempt rate of $10^{13}\ \mathrm{s^{-1}}$ these give $h=3.98\times10^4\ \mathrm{s^{-1}}$ and $\kappa=120\ \mathrm{s^{-1}}$. Then

$$\ell=\left(\frac{240\,(3.98\times10^4)^2}{120\times0.01\times0.1}\right)^{1/5}\approx316\ \text{sites}.$$

At 0.384 nm per site this is about 121 nm, and the simulated mean zone for $i=1$ is 69 nm. The footprint that imitates $i=2$ is 26 nm. The islands themselves average 6.9 nm at this coverage, so they do not supply it alone; a depleted or strained surrounding would have to contribute. They are not harmless either. A constant footprint of $0.05\,\ell$, about 6 nm, already lowers the mismatch $\sum_k(p_k-q_k)^2/q_k$ with the $i=2$ peak from about 0.013 to about 0.009. This probably overstates their effect, since real islands start small.

Depletion of close adatom pairs lowers the nucleation rate in a gap of mean length by 5% and leaves the zone width unchanged within the simulation noise. If every first encounter formed a bond, the $i=1$ gap rate would instead grow as $L^4$, and the ideal curve used here would not apply. The adatom dwell time in a gap of final mean length is 0.8% of the deposition time, but this does not make the whole run quasi-steady. Early gaps are much wider, and about 70% of the islands form in the first fifth of the deposition, before $n$ has settled to its steady profile. Solving for $n(x,t)$ in time raises the standard deviation of $s$ by about 0.01, to about 0.30, and lowers the mean zone to about 66 nm. This is roughly a third of the width difference between $i=1$ and $i=2$, so the ideal curve and the imitating footprint hold only approximately for these parameters. Desorption is negligible for an assumed barrier of 2.0 eV. Dimer breakup is negligible for an assumed bond of 0.6 eV added to the hop barrier, 1.1 eV in all; with a total barrier of only 0.6 eV dimers would not be stable.

The flux and coverage are round assumed values, and the bonding barrier is a model choice, not a known property of a particular metal. Real adatoms on Si(001) can also move between rows and pass around an island, and surface defects can start islands. Both break assumptions of the model used here, and the calculation does not size their effect on the histogram. The zone counts above therefore belong to the model and are not a forecast for a given metal.

**Where further information lies**

Since $n\propto F$, the nucleation rate scales as $F^{i+1}$, and multiplying by the time $\theta/F$ leaves $F^i$. Thus $\ell^{-\lambda}\propto F^i$, and the density of point islands scales as $F^{i/(2i+3)}$ at fixed coverage and temperature. A tenfold flux multiplies it by 1.58 for $i=1$ and by 1.93 for $i=2$. With $w$ and $\varphi$ also held fixed, the imitators give 1.39 for $i=1$ with a footprint and 1.85 for $i=2$ with pairs. Each differs clearly from the system whose peak it copies. The value 1.39 fits neither ideal law, however, so a flux series also has to be read with a model that includes the footprint.

The correlation of neighbouring gaps helps less. It is $-0.04$ for both imitators, against $-0.06$ for ideal $i=2$ and $-0.07$ for ideal $i=1$, while 300 gaps fix a weak correlation to about $1/\sqrt{300}\approx0.06$. It is more useful against patchy nucleation, where it is $+0.06$. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
i=1: <g^lam> sim 0.1993, exact 0.2000
i=1: <g^2lam> sim 0.1913, exact 0.1920
i=2: <g^lam> sim 0.1426, exact 0.1429
i=2: <g^2lam> sim 0.1316, exact 0.1317
mismatch x 1e4, w=0.0..0.4: 133 86 48 20 6 13 31 79 162
mismatch x 1e4, u=0.0..1.0: 121 71 45 24 8 1 1 9 30
mismatch x 1e4, v=0.0..2.0: 117 67 40 26 31 50 77 116 157
central bins: ten of width 0.1 from s=0.5 to 1.5
i=1 point: zone std 0.2889, skewness 0.271, gap corr -0.068
  0.0475 0.0803 0.1134 0.1401 0.1511 0.1432 0.1201 0.0935 0.0667 0.0442
i=2 point: zone std 0.2513, skewness 0.218, gap corr -0.057
  0.0331 0.0665 0.1109 0.1513 0.1670 0.1542 0.1256 0.0928 0.0617 0.0369
i=1 footprint: zone std 0.2492, skewness 0.315, gap corr -0.037
  0.0329 0.0705 0.1150 0.1516 0.1661 0.1531 0.1239 0.0905 0.0604 0.0360
i=2 paired: zone std 0.2881, skewness 0.266, gap corr -0.042
  0.0483 0.0802 0.1130 0.1398 0.1500 0.1435 0.1206 0.0933 0.0672 0.0441
i=2 patchy: zone std 0.2833, skewness 0.462, gap corr 0.056
  0.0434 0.0813 0.1211 0.1503 0.1553 0.1417 0.1161 0.0885 0.0614 0.0410
plain i=1 vs i=2: power at 300 zones 0.244
  zones for 80% power: s=0.5-1.5 1082, s=0.7-1.3 6617
i=1 footprint vs i=2 point: power at 300 0.055 (draws 0.054), at 1082 0.069
  zones for 80% power: central 29023, full 7337
i=2 paired vs i=1 point: power at 300 0.050 (draws 0.053), at 1082 0.051
  zones for 80% power: central 488526, full 336974
i=2 patchy vs i=1 point: power at 300 0.079 (draws 0.069), at 1082 0.176
  zones for 80% power: central 5516, full 2900
i=1 fit s=0.3-1.0: beta 5.18, read i: 1D 1.59, 2D 4.18
i=1 fit s=0.7-1.3: beta 5.63, read i: 1D 1.81, 2D 4.63
i=1 fit s=0.5-1.5: beta 5.34, read i: 1D 1.67, 2D 4.34
i=1 fit s=1.0-1.7: beta 5.12, read i: 1D 1.56, 2D 4.12
i=1 fit s=0.0-2.5: beta 5.18, read i: 1D 1.59, 2D 4.18
beta scatter (std), 300 zones in s=0.5-1.5: 0.85
i=1 point: density ratio for 10x flux 1.584
i=2 point: density ratio for 10x flux 1.930
i=1 footprint: density ratio for 10x flux 1.393
i=2 paired: density ratio for 10x flux 1.846
i=2 patchy: density ratio for 10x flux 1.932
scaling law: i=1 1.585, i=2 1.931
gap-rate exponent, bonding at first encounter: 4.000
T 300 K, flux 0.01 ML/s, coverage 0.1
barriers: hop 0.50 eV, extra bonding 0.15 eV
attempt 1e+13 /s, hop 3.984e+04 /s, bonding 120.4 /s
site 0.384 nm, length unit ell 121.5 nm
i=1 point-island mean zone 68.7 nm = 179 sites
imitating footprint: w/ell 0.2156, 26.2 nm, 0.301 of mean zone
imitating pairs: u 0.696, paired fraction 0.269 at 0.05 adatoms per mean gap
patches: v 0.778, std ln(rate) 0.882
neglected: mean island length 6.9 nm
neglected: pair depletion, rate factor 0.946, exponent 4.960
  zone std with that exponent 0.2891
neglected: dwell/run time 0.0081, site/zone 0.0056
neglected: desorption 2.5e-20, dimer breakup 3.3e-05 per run
  for energies 2.0 eV and 0.6 eV (bond)
```
